Why a two-bath harmonic junction cannot rectify heat

## Part 1. From one atom to any harmonic junction

### The result

A junction made of atoms and linear springs connects a left bath at temperature T_L to a right bath at T_R. Its masses and springs may be arranged without any symmetry. In the steady state the heat current, counted positive from left to right, is

J(T_L,T_R) = ∫₀^∞ (dω/2π) ħω 𝒯(ω) [n(ω,T_L) − n(ω,T_R)],

where n(ω,T) = 1/[exp(ħω/k_BT) − 1] is the Bose occupation and 𝒯(ω) is the transmission. If 𝒯 contains no temperature, exchanging a hot temperature T_h and a cold one T_c reverses the current without changing its size:

J(T_c,T_h) = −J(T_h,T_c).

This is the absence of thermal rectification. It holds for any temperature difference and in the quantum regime, under these conditions:

- There are two baths. Each is harmonic, infinite and initially thermal.
- Masses, force constants and bath spectra stay the same when the temperatures are exchanged.
- Every vibration that involves the junction can decay into a bath.
- The junction is held in place, so that its displacements have finite variance.

The substance of the claim is that one function 𝒯 multiplies both occupations. A single atom already shows why.

### One atom: eliminating the baths

Let an atom of mass m have displacement x. A spring κ between it and a bath atom with displacement u stores the energy

½κ(x − u)² = ½κx² − κxu + ½κu².

The first term belongs to the atom, the last to the bath, and the middle one couples them. Let K be the sum of all the atom's force constants, with its neighbours held fixed. In terms of the bath's normal modes q_j, scaled to unit mass, the coupling energy is Σ_j b_j q_j x. The equations of motion are

m ẍ = −Kx − Σ_j b_j q_j,

q̈_j = −ω_j² q_j − b_j x,

where j runs over the modes of both baths. Since the Hamiltonian is quadratic, the Heisenberg equations for the operators have this same form. The second equation is that of a driven oscillator, with the solution

q_j(t) = q_j⁰(t) − b_j ∫ ds [sin ω_j(t − s)/ω_j] x(s), with s from the initial time to t.

Here q_j⁰ is the free motion that the mode would have had with the atom at rest. Inserting this in the first equation splits the force of bath a, with a = L or R, into two parts. The free motion gives a fluctuating force

ξ_a(t) = −Σ_{j in a} b_j q_j⁰(t).

The driven part gives a delayed response to the atom's own motion. I write it as −∫ds Σ_a(t − s)x(s), so that Σ_a(t) = −Σ_j b_j² sin(ω_j t)/ω_j for t > 0.

For Fourier transforms I use f(ω) = ∫dt e^{iωt} f(t), so a motion at frequency ω varies as e^{−iωt}. A small positive imaginary part of ω, written i0, makes the integral over the delay converge:

∫₀^∞ dt e^{i(ω+i0)t} sin(ω_j t) = ω_j/[ω_j² − (ω+i0)²].

Therefore

Σ_a(ω) = Σ_{j in a} b_j²/[(ω+i0)² − ω_j²].

At late times the atom's initial motion has decayed, and

(mω² − K − Σ_L − Σ_R) x = −(ξ_L + ξ_R).

With G = 1/(mω² − K − Σ_L − Σ_R) this is

x = −G(ξ_L + ξ_R).

No temperature appears in Σ_a or G. The reason is linearity: the response of a harmonic mode to a force does not depend on how strongly the mode is already vibrating.

### One atom: where temperature enters

The damping caused by bath a is measured by Γ_a = −2 Im Σ_a. To find it, split the fraction:

1/[(ω+i0)² − ω_j²] = (1/2ω_j)[1/(ω − ω_j + i0) − 1/(ω + ω_j + i0)].

Since Im 1/(y + i0) = −πδ(y),

Γ_a(ω) = Σ_j (πb_j²/ω_j)[δ(ω − ω_j) − δ(ω + ω_j)].

When the bath frequencies form a continuous band, the sum becomes an ordinary function of ω. It is odd in ω and not negative for ω > 0.

The noise follows from the same modes. A unit-mass oscillator in thermal equilibrium has the symmetrized correlation (ħ/ω_j)(n_j + ½) cos ω_j(t − t′), where n_j is its Bose occupation. Hence

⟨ξ_a(t)ξ_a(t′)⟩ = Σ_j b_j² (ħ/ω_j)(n_j + ½) cos ω_j(t − t′).

Angle brackets denote symmetrized averages throughout. The Fourier transform of the cosine is π[δ(ω − ω_j) + δ(ω + ω_j)]. Comparison with Γ_a gives the noise spectrum

S_a(ω) = ħ[n(ω,T_a) + ½] Γ_a(ω).

This holds for negative ω too. There n(−ω) = −1 − n(ω), so n + ½ changes sign, and so does Γ_a. Temperature thus sets the strength of the driving forces and nothing else.

### One atom: the current

The left bath delivers to the atom the power

J = ⟨v(ξ_L − Σ_L x)⟩, with v = ẋ.

This is also the rate at which the left bath loses energy. The bath's own energy H_L changes at the rate −Σ_j b_j⟨q̇_j x⟩. In the steady state the mean coupling energy is constant, so Σ_j b_j⟨q̇_j x⟩ = −Σ_j b_j⟨q_j v⟩. It follows that −dH_L/dt = −Σ_j b_j⟨q_j v⟩, which is the power above. The contact-spring term included in K does no net work, because κ⟨xv⟩ = ½κ d⟨x²⟩/dt = 0.

An equal-time average of two stationary quantities is the integral of their cross spectrum over dω/2π. Let a dagger denote the complex conjugate of a number. Since v = −iωx, we have v† = iωx†. The cross spectrum of the force with x† follows from x = −G(ξ_L + ξ_R) and from the independence of the two baths:

force with x†: −S_L G† − Σ_L |G|²(S_L + S_R).

J is real, and Re(iωz) = −ω Im z, so

J = ∫_{−∞}^∞ (dω/2π) ω [S_L Im G† + Im Σ_L |G|²(S_L + S_R)].

The inverse of G has the imaginary part (Γ_L + Γ_R)/2. Hence Im G = −½(Γ_L + Γ_R)|G|², and Im G† has the opposite sign. With Im Σ_L = −½Γ_L the square bracket becomes

½|G|²[S_L(Γ_L + Γ_R) − Γ_L(S_L + S_R)] = ½|G|²[S_LΓ_R − Γ_L S_R].

The term S_LΓ_L has cancelled: energy that the left bath gives to the atom and takes back is not transported. Inserting the noise law also removes the two zero-point terms, leaving

½ħΓ_LΓ_R|G|²[n(ω,T_L) − n(ω,T_R)].

After multiplication by ω the integrand is even, because ω and the difference of occupations are both odd. Twice the integral over positive frequencies gives the formula at the top, with

𝒯 = Γ_LΓ_R|G|².

If R denotes the real part of 1/G, then

𝒯 = Γ_LΓ_R/[R² + ¼(Γ_L + Γ_R)²] ≤ 4Γ_LΓ_R/(Γ_L + Γ_R)² ≤ 1.

### Limit: weak coupling

Suppose the damping is so weak that 𝒯 is a narrow peak at a frequency ω₀, with Γ_a and n nearly constant across it. For weak coupling the variation of Re Σ_L and Re Σ_R across the peak is negligible too, so R ≈ 2mω₀(ω − ω₀) there. The integral ∫dy/(α²y² + β²) = π/(αβ), with α = 2mω₀ and β = (Γ_L + Γ_R)/2, gives

J ≈ (ħ/2m) [Γ_LΓ_R/(Γ_L + Γ_R)] [n(ω₀,T_L) − n(ω₀,T_R)].

A rate argument should agree. Setting 1/G = 0 at ω = ω₀ − iγ/2 gives an energy decay rate γ = γ_L + γ_R, with γ_a = Γ_a/(2mω₀). Let N be the mean number of quanta in the oscillator. In the steady state

γ_L(n_L − N) + γ_R(n_R − N) = 0, so N = (γ_L n_L + γ_R n_R)/(γ_L + γ_R).

The current from the left is

J = ħω₀γ_L(n_L − N) = ħω₀ [γ_Lγ_R/(γ_L + γ_R)] (n_L − n_R),

which is the previous result once the γ_a are inserted.

This limit shows what asymmetry does. The mean number N differs between the two directions of the temperature difference:

N(left hot) − N(right hot) = [(γ_L − γ_R)/(γ_L + γ_R)] [n(ω₀,T_h) − n(ω₀,T_c)].

The atom is hotter when the more strongly coupled bath is hot. The current does not feel this difference, because the rates γ_L and γ_R do not depend on N.

### Many atoms

Now let x be a column of displacements, M the diagonal mass matrix and K the symmetric matrix of force constants. Mode j of a bath couples to the atoms through a real column b_j, and its coupling energy is q_j b_jᵀx. The elimination is unchanged except that b_j² becomes the matrix b_j b_jᵀ:

Σ_a = Σ_{j in a} b_j b_jᵀ/[(ω+i0)² − ω_j²],

G = [ω²M − K − Σ_L − Σ_R]⁻¹.

The matrix Σ_a is symmetric, so Γ_a = i(Σ_a − Σ_a†) = −2 Im Σ_a is real and symmetric. The dagger now means the conjugate transpose. The noise law S_a = ħ(n_a + ½)Γ_a, with n_a = n(ω,T_a), holds for every matrix element by the same mode sum.

Let A = G(S_L + S_R)G† be the spectrum of x. The power from the left bath is a sum over atoms, hence a trace:

J = ∫_{−∞}^∞ (dω/2π) ω Im Tr[S_L G† + Σ_L A].

For the first term, the complex conjugate of Tr[S_L G†] is Tr[S_L G], so

Im Tr[S_L G†] = (1/2i) Tr[S_L(G† − G)].

The difference follows from the inverses:

G − G† = G[(G†)⁻¹ − G⁻¹]G† = G[Σ_L + Σ_R − Σ_L† − Σ_R†]G† = −iG(Γ_L + Γ_R)G†.

The first term is therefore ½Tr[S_L G(Γ_L + Γ_R)G†]. For the second, A equals its own conjugate transpose, so

Im Tr[Σ_L A] = (1/2i)Tr[(Σ_L − Σ_L†)A] = −½Tr[Γ_L G(S_L + S_R)G†].

In the sum the terms with two left indices cancel, since S_L is Γ_L times a number. The rest is

½ħ(n_L − n_R) Tr[Γ_L GΓ_R G†].

Reversing ω changes G into its complex conjugate and changes the sign of both Γ_a. The trace is real, so it is even in ω. Folding the integral onto positive frequencies gives the stated current with

𝒯(ω) = Tr[Γ_L GΓ_R G†].

For one atom this is the earlier expression. If a spring is removed so that the junction falls into two pieces, one attached to the left bath and the other to the right, G has no element between the pieces, and 𝒯 and J vanish as they must.

### Exchanging the temperatures

With the left bath hot,

J(T_h,T_c) = ∫₀^∞ (dω/2π) ħω 𝒯(ω)[n(ω,T_h) − n(ω,T_c)].

With the right bath hot, 𝒯 is the same function, since neither G nor Γ_a contains a temperature:

J(T_c,T_h) = ∫₀^∞ (dω/2π) ħω 𝒯(ω)[n(ω,T_c) − n(ω,T_h)] = −J(T_h,T_c).

The reversal takes place at each frequency separately. No compensation between different parts of the spectrum is needed.

For small differences the result says little about harmonicity. Set T_L = T̄ + δ/2 and T_R = T̄ − δ/2. Any junction whose current can be expanded in δ has J = a₁δ + a₂δ² + …, because J vanishes in equilibrium. Exchange changes the sign of δ, so the two currents add up to 2a₂δ² + …, which is already zero at first order. What the harmonic junction adds is that all the even coefficients vanish.

## Part 2. An asymmetric chain, and what can make it rectify

### Symbols and results carried over

The junction has displacements x, masses M and force constants K. Bath a, left or right, acts on it through a response Σ_a and a random force ξ_a. With G = [ω²M − K − Σ_L − Σ_R]⁻¹ and Γ_a = i(Σ_a − Σ_a†), the motion is x = −G(ξ_L + ξ_R), and

J(T_L,T_R) = ∫₀^∞ (dω/2π) ħω 𝒯(ω)[n(ω,T_L) − n(ω,T_R)], 𝒯 = Tr[Γ_L GΓ_R G†].

Here n is the Bose occupation, and J is positive from left to right. If 𝒯 is unchanged when T_h and T_c are exchanged, J changes sign and keeps its magnitude.

### A chain as a bath

To have numbers, the baths must be specified. Let each be a semi-infinite chain of equal masses m and springs k, whose end atom is joined to the junction by a contact spring κ. Count its atoms n = 0, 1, 2, … away from the junction. Inside the chain

mω²u_n = k(2u_n − u_{n−1} − u_{n+1}).

A wave u_n proportional to e^{iqn} satisfies this if

mω² = 2k(1 − cos q) = 4k sin²(q/2).

The band therefore ends at ω_top = 2√(k/m). With the time factor e^{−iωt} and 0 < q < π, this wave carries energy away from the junction, as the response to a force at the end must.

Let a source term f act on the end atom, with the junction atom held fixed. The end atom then obeys

(mω² − k − κ)u₀ + ku₁ = f.

Insert u₁ = e^{iq}u₀ and mω² = 2k − k(e^{iq} + e^{−iq}). The response g = u₀/f is

g = 1/(k − κ − k e^{−iq}).

The denominator has imaginary part k sin q, so −2 Im g = 2k sin q |g|². The coupling energy between the end atom and the junction atom is −κu₀x. It contributes one factor −κ for the force on the bath and one for the force back on the junction. At the contact atom, therefore,

Σ = κ²g, Γ = 2κ²k sin q |g|².

Above the band the chain carries no wave. There e^{iq} is replaced by −e^{−s} with s > 0, and g = 1/(k − κ + k e^s) is real. For κ < 2k, which holds in all the examples below, the denominator cannot vanish and Γ = 0. A stiffer contact spring would bind a vibration to the end atom and add a sharp line to Γ.

### Limit: a uniform chain

If the junction is one more atom of the same chain, nothing should reflect a wave. Then κ = k, so g = −e^{iq}/k and Σ = −ke^{iq} on each side. The atom's own force constant is 2k, and

1/G = mω² − 2k + 2ke^{iq} = −2k cos q + 2ke^{iq} = 2ik sin q.

With Γ_L = Γ_R = 2k sin q this gives

𝒯 = (2k sin q)²/(2k sin q)² = 1

throughout the band. The example also shows why the junction was required to be held in place. At low frequency G grows as 1/ω, while the noise spectrum tends to a constant at nonzero temperature. The displacement spectrum then grows as 1/ω², and the displacement variance diverges. A tether to a fixed support removes the divergence, although in this uniform chain it also binds a vibration above the band, as the last section shows.

### Waves from the left and from the right

The transmission also has a direct meaning as the fraction of a wave's energy that passes. Let waves meet a junction joined to the left chain at its first atom and to the right chain at its last. Denote the relevant element of G by G_{last,first}.

A wave of amplitude B carries the mean power ½ωk sin q |B|². This follows from averaging the force k(u_n − u_{n+1}) times the velocity of atom n + 1.

Send a wave of unit amplitude toward the junction from the left, holding the first junction atom fixed for the moment. The left chain has u_n = e^{−iqn} + re^{iqn}, with reflected amplitude r. At its end u₀ = 1 + r, and

u₁ = e^{−iq} + re^{iq} = e^{iq}u₀ − 2i sin q.

The end atom now has no source, so (mω² − k − κ)u₀ + ku₁ = 0, which gives

u₀ = 2ik_L sin q_L g_L.

Releasing the junction atom lets this motion drive it with the force κ_L u₀. From |u₀|² = 4k_L² sin² q_L |g_L|² and the expression for Γ_L,

κ_L²|u₀|² = 2k_L sin q_L Γ_L.

The last junction atom responds with −G_{last,first}κ_L u₀. It drives the right chain, whose end atom has an amplitude −κ_R g_R times that of the last junction atom. The transmitted power, divided by the incoming power, is

[k_R sin q_R/(k_L sin q_L)] κ_R²|g_R|² |G_{last,first}|² κ_L²|u₀|².

The right-hand factors give k_R sin q_R κ_R²|g_R|² = Γ_R/2, and the left-hand factors give κ_L²|u₀|²/(k_L sin q_L) = 2Γ_L. The fraction is therefore

Γ_R|G_{last,first}|²Γ_L = 𝒯.

For a wave from the right the element is G_{first,last}. It has the same value because K, Σ_L and Σ_R are symmetric, so G is too. A harmonic junction can reflect strongly, but it does so equally for waves from either side at a given frequency.

### A three-atom junction

I take round model parameters without mirror symmetry. Masses are in atomic mass units u and springs in N/m.

- Left chain: mass 30, spring 40.
- Junction masses, from left to right: 40, 50, 70.
- Springs between them: k₁₂ = 25, k₂₃ = 20.
- Contact springs: κ_L = 15, κ_R = 35.
- Tether on the first junction atom: 6.
- Right chain: mass 60, spring 50.

The force-constant matrix has diagonal elements

15 + 25 + 6 = 46, 25 + 20 = 45, 20 + 35 = 55,

and off-diagonal elements −25 and −20 between neighbours. Σ_L enters at the first atom and Σ_R at the third. For such a matrix the inverse gives

G₁₃ = k₁₂k₂₃/D, 𝒯 = Γ_LΓ_R k₁₂²k₂₃²/|D|²,

where D is the determinant of ω²M − K − Σ_L − Σ_R.

The bands end at 5.667 × 10¹³ rad/s on the left and 4.480 × 10¹³ rad/s on the right. Heat can cross only at frequencies that both chains carry, so the integral ends at the lower value.

The condition that every vibration can decay has to be met. First consider the frequencies inside the left band. A localized vibration there would have to vanish throughout the left chain, since that chain has no decaying solution at those frequencies. The equation of its end atom then forces the first junction atom to be at rest, that atom's equation forces the second to rest, and so on along the whole line. No such vibration exists.

Above the left band, use the mass-weighted matrix with elements K_ij/√(m_i m_j), whose eigenvalues are ω². No eigenvalue exceeds the largest row sum of absolute values, as the equation for the largest component of the eigenvector shows. Inside the left chain this sum is 4 × 40/30 = 5.33 in units of N/m per u, which is the square of the left band top. At the left end atom it is

(40 + 15)/30 + 40/30 + 15/√(30 × 40) = 3.60.

The three junction atoms have smaller sums, 2.14, 1.80 and 1.66. The right end atom has 2.79 and the interior of the right chain 3.33. Thus nothing lies above the left band.

### The current in both directions

Let the baths be at T_h = 400 K and T_c = 100 K. At four frequencies, in units of 10¹³ rad/s, the formulas give

ω = 1.0: 𝒯 = 0.698, n_h − n_c = 3.880

ω = 2.0: 𝒯 = 0.749, n_h − n_c = 1.873

ω = 3.0: 𝒯 = 0.336, n_h − n_c = 1.181

ω = 4.0: 𝒯 = 0.0002, n_h − n_c = 0.823

The heat carried per unit of frequency is proportional to the product ω𝒯(n_h − n_c):

1.0 × 0.698 × 3.880 = 2.71

2.0 × 0.749 × 1.873 = 2.81

3.0 × 0.336 × 1.181 = 1.19

4.0 × 0.0002 × 0.823 = 0.0007

The first two frequencies contribute about equally: the larger quantum ħω at the second makes up for its smaller difference in occupation. At the fourth, almost nothing passes although both chains carry waves there. Exchanging the temperatures changes the sign of each product and leaves its size alone.

For the integral I set ω = ω_R sin θ, where ω_R is the top of the right band, and used Gauss–Legendre quadrature with 400 points in θ. This substitution smooths the square-root behaviour at the band edge. The result is

J(400 K, 100 K) = 12.19 nW,

J(100 K, 400 K) = −12.19 nW.

### The same current from the motion of a closed chain

The formula was used for both directions, so its sign reversal in numbers is no surprise. The current can also be found without G, Γ or an assumed steady state. Replace each bath by 300 atoms, with the outermost atom tied to a fixed wall. The result is a closed chain of 603 atoms, whose normal modes follow from diagonalizing one matrix.

Before time zero the three parts move independently, and each end atom feels its contact spring as if the atom beyond were fixed. The leads are thermal at their own temperatures and the junction is thermal at 300 K. At time zero the coupling terms are switched on. In mass-weighted coordinates, with Ω² the full force matrix,

x(t) = cos(Ωt) x(0) + Ω⁻¹ sin(Ωt) v(0), v(t) = −Ω sin(Ωt) x(0) + cos(Ωt) v(0).

These equations carry the initial quantum covariances to any later time. At a contact spring κ between a left atom l and a right atom r, the current is

½κ⟨(u_l − u_r)(v_l + v_r)⟩.

In the steady state this equals the power κ⟨(u_l − u_r)v_r⟩ delivered to the right atom, because the difference is proportional to d⟨(u_l − u_r)²⟩/dt = 0.

A finite lead imitates an infinite one until a disturbance has travelled to the wall and back. The greatest group velocity, in atoms per unit time, is √(k/m), or half the band top. For the faster left chain the echo time is

2 × 300/(½ × 5.667 × 10¹³ s⁻¹) = 21.2 ps.

I averaged the current over 101 equally spaced times from 8.5 ps to 19.1 ps. With the left lead hot it is 12.19 nW at both contacts, and with the right lead hot it is −12.19 nW at both. The forward and reverse currents add up to at most 3 × 10⁻⁸ of the forward current.

### When the transmission depends on temperature

Now allow 𝒯 to depend on the bath temperatures, in the order left, right. The two currents are

J(T_h,T_c) = ∫₀^∞ (dω/2π) ħω 𝒯(ω;T_h,T_c)(n_h − n_c),

J(T_c,T_h) = −∫₀^∞ (dω/2π) ħω 𝒯(ω;T_c,T_h)(n_h − n_c).

Their sum measures the rectification:

J(T_h,T_c) + J(T_c,T_h) = ∫₀^∞ (dω/2π) ħω [𝒯(ω;T_h,T_c) − 𝒯(ω;T_c,T_h)](n_h − n_c).

A temperature-independent transmission makes this zero, so it is a sufficient condition. It is not a necessary one. If the springs depend on the mean of the two temperatures, 𝒯 varies with temperature but does not change on exchange, and the sum is still zero. Even a transmission that does change on exchange may give zero if its positive and negative contributions cancel in the integral.

Spatial asymmetry is also needed. Suppose the junction, its baths and the rule by which the springs depend on temperature are all mirror-symmetric. Exchanging the temperatures is then the same as reflecting the whole system. Reflection interchanges waves from the left with waves from the right, and these have equal transmission. The bracket vanishes.

For a case that does rectify, let the left contact spring follow the temperature of the left bath:

κ_L = 15 N/m × [1 − 0.002 K⁻¹ × (T_L − 250 K)].

This is a rule put in by hand to show one way the exchange can change 𝒯. The coefficient is far larger than the thermal softening of ordinary solids, and the inelastic scattering of a real anharmonic junction is left out, so the size of the effect found below is not a prediction for a device. It gives

left bath at 400 K: κ_L = 15 × (1 − 0.30) = 10.5 N/m,

left bath at 100 K: κ_L = 15 × (1 + 0.30) = 19.5 N/m.

At each setting the junction is still harmonic, and the current formula applies with the spring of that setting. The same quadrature gives

J(400 K, 100 K) = 9.55 nW,

J(100 K, 400 K) = −13.65 nW.

The closed chain, run with the corresponding springs, gives the same two values. Added before rounding, the currents give −4.09 nW, and the ratio of their magnitudes is 13.65/9.55 = 1.43. More heat flows when the left bath is cold, because in this model that is when its contact is stiffer and the junction passes more heat.

The equations of motion are linear in both directions here. Rectification appears because exchanging the temperatures has replaced one linear system by another. The word "harmonic" protects against rectification when it means one fixed set of force constants for both directions and the junction touches only two baths.

### The role of the other conditions

An undamped localized vibration would break the step in which the initial motion was forgotten. A simple case is a uniform chain with a tether k_t on one atom. Above the band the wave factor e^{iq} becomes −e^{−s} with s > 0, and the condition 1/G = 0 reads

2k sinh s = k_t.

This has a solution for every positive k_t, so such a chain always has a localized vibration above its band. Its energy never leaks away, and the late-time state then depends on how the chain was prepared. What is lost is the steady state: the current through a bond can keep oscillating. The localized vibration is a standing wave and carries no heat on average, so it does not by itself produce rectification. In the three-atom junction the row sums excluded this, although it has a tether too.

The number of baths matters because the derivation left a single difference, n_L − n_R. With a third bath the current from the left contains a further term with n_L − n_3, and exchanging T_L and T_R does not simply reverse that term. The two-bath proof then no longer applies. This remains so if the temperature of the third bath is adjusted until it draws no net heat: with Bose occupations the two currents then differ in size in general, although every spring is fixed.

All numerical values are calculated from the stated model.
